# Thermal Strain of a Relaxed Germanium Film on Silicon

## Problem

A continuous (001) germanium film is grown on a (001) silicon wafer at 750 °C. At that temperature the film is completely relaxed: it carries no elastic strain. Film and wafer are then cooled together to 20 °C. The film stays bonded, no plastic flow occurs during cooling, and the wafer is so thick that the film does not noticeably deform it.

Take constant linear expansion coefficients $\alpha_f=5.9\times10^{-6}\,\mathrm{K^{-1}}$ for germanium and $\alpha_s=2.6\times10^{-6}\,\mathrm{K^{-1}}$ for silicon. For the elastic constants of germanium take $C_{11}=130$ GPa and $C_{12}=48$ GPa. All these are rough two-figure inputs.

(a) Find the in-plane strain of the film at 20 °C, with its sign.

(b) Decide how many figures of the answer are meaningful.

(c) Find the strain normal to the film and the in-plane stress.

## Hints

**Hint 1.** Strain needs a reference length. Ask what size the same piece of germanium would have at 20 °C if it were cut loose from the wafer.

**Hint 2.** Germanium and silicon have different lattice cells, and yet no lattice constant is given. Count the cells of each crystal along one line across the wafer, and ask what happens to the two counts during cooling.

**Hint 3.** A constant expansion coefficient can mean that $(1/L)\,dL/dT$ is constant, or that $L$ is a straight line in $T$. Work out both and compare.

**Hint 4.** Nothing presses on the top surface of the film. This fixes one component of the stress, and with it the normal strain.

## Solution

### The reference and the meaning of complete relaxation

Let $a_f(T)$ and $a_s(T)$ be the cell lengths of free, unstressed germanium and silicon at temperature $T$. Along a line in the plane of the wafer, let there be $N_s$ silicon cells and, above them, $N_f$ germanium cells. The thick wafer keeps its own natural length, $N_s a_s(T)$, and the bonded film must have the same length. Cut loose, the film would have the length $N_f a_f(T)$. Its elastic strain is therefore

$$\varepsilon(T)=\frac{N_s a_s(T)}{N_f a_f(T)}-1 .\tag{1}$$

A positive value means that the film is stretched.

Complete relaxation at the growth temperature $T_g$ means $\varepsilon(T_g)=0$, or

$$N_f a_f(T_g)=N_s a_s(T_g).\tag{2}$$

The cells differ in size, so the counts $N_f$ and $N_s$ differ as well. The surplus lattice planes of the crystal with the smaller cell end at the interface, in misfit dislocations. To change $N_f$ during cooling, dislocations would have to move or form, which is the plastic flow that the problem excludes. Both counts therefore keep their values down to the final temperature $T_r$.

Equation (2) gives $N_s/N_f=a_f(T_g)/a_s(T_g)$. Inserting this in (1) at $T=T_r$ gives

$$\varepsilon=\frac{a_f(T_g)}{a_s(T_g)}\,\frac{a_s(T_r)}{a_f(T_r)}-1
=\frac{a_s(T_r)/a_s(T_g)}{a_f(T_r)/a_f(T_g)}-1 .\tag{3}$$

Each crystal now enters only through the ratio of its own cold length to its own hot length. The lattice mismatch has dropped out, which is why no lattice constant was needed. What is frozen in, strictly speaking, is the ratio of the cell counts. The strain follows from it at every temperature, and it would return to zero if the sample were heated back to $T_g$ without plastic flow.

### Integrating the contraction

Take first the definition $\alpha=(1/L)\,dL/dT$ with constant $\alpha$. For a free crystal, separating the variables and integrating from $T_g$ to $T_r$ gives

$$\int_{a(T_g)}^{a(T_r)}\frac{da}{a}=\int_{T_g}^{T_r}\alpha\,dT
\quad\Rightarrow\quad
\ln\frac{a(T_r)}{a(T_g)}=\alpha\,(T_r-T_g)=-\alpha\,\Delta T ,$$

where $\Delta T=T_g-T_r$ is the temperature drop, a positive number. Hence $a(T_r)/a(T_g)=e^{-\alpha\Delta T}$. With this ratio for both crystals, (3) becomes

$$\varepsilon=\frac{e^{-\alpha_s\Delta T}}{e^{-\alpha_f\Delta T}}-1
=e^{(\alpha_f-\alpha_s)\Delta T}-1 .\tag{4}$$

The exponent is much smaller than one, so the series $e^x-1=x+x^2/2+\dots$ may be cut after its first term:

$$\varepsilon\approx(\alpha_f-\alpha_s)\,\Delta T .\tag{5}$$

The sign can be read without algebra. Germanium has the larger coefficient and would shrink more than silicon. The wafer prevents this and holds the film at a length greater than its natural one, so the film is in tension. With equal coefficients the strain would vanish, whatever the lattice mismatch. A film with a smaller coefficient than its wafer would end in compression.

Cubic crystals expand equally along all axes, so the same argument holds for every direction in the plane. The strain is biaxial: $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, with no shear in the plane.

### Numbers for part (a)

The temperature drop is $750-20=730$ K, and the coefficients differ by $3.3\times10^{-6}\,\mathrm{K^{-1}}$. Equation (5) gives

$$\varepsilon\approx 3.3\times10^{-6}\,\mathrm{K^{-1}}\times 730\ \mathrm{K}=0.2409\,\% .$$

The exponential form (4) gives 0.2412 %. The small excess is the term $x^2/2$.

The free contractions show where the strain comes from. Between 750 °C and 20 °C, free germanium would shrink by 0.4298 % of its hot length and silicon by 0.1896 %. The difference is 0.2402 % of the hot length. Strain, however, is measured against the cold length of free germanium, which is shorter by the factor $1-0.004298$. Dividing by this factor brings 0.2402 % to 0.2412 %, in agreement with (4).

To the accuracy of the data, the answer to (a) is a tensile strain of **0.24 %**, or $2.4\times10^{-3}$.

Equation (4) was tested numerically by a direct count. Cell numbers were fixed at 750 °C, both free crystals were shrunk in many small temperature steps, and the strain was taken from definition (1). Three different lattice mismatches, with film cells smaller and larger than the substrate cell, gave the same strain within the rounding of the cell counts.

### Part (b): how many figures count

Suppose instead that "constant coefficient" means a length linear in temperature, referred to the final temperature:

$$a(T)=a(T_r)\,\bigl[1+\alpha\,(T-T_r)\bigr].$$

Then $a(T_g)/a(T_r)=1+\alpha\Delta T$ for each crystal, and (3) gives

$$\varepsilon=\frac{1+\alpha_f\Delta T}{1+\alpha_s\Delta T}-1
=\frac{(1+\alpha_f\Delta T)-(1+\alpha_s\Delta T)}{1+\alpha_s\Delta T}
=\frac{(\alpha_f-\alpha_s)\,\Delta T}{1+\alpha_s\Delta T}.\tag{6}$$

The value is 0.2404 %. Taken before rounding, the results of the two conventions differ by 0.00075 % in strain. Compare this with the effect of the input data: a change of $0.1\times10^{-6}\,\mathrm{K^{-1}}$ in the coefficient difference, one unit in the last given figure, shifts the strain by 0.0073 %. That is about ten times the gap between the conventions. The choice of convention, and the choice between (4) and (5), is therefore immaterial here. Two figures are the most that the data support, and the second is itself uncertain by about one unit: each coefficient is rounded by up to $0.05\times10^{-6}\,\mathrm{K^{-1}}$, so the strain may lie anywhere from 0.23 % to 0.25 %.

A larger question is whether a constant coefficient is adequate over 730 K. If the coefficients vary with temperature, the integration step gives $\ln[a(T_r)/a(T_g)]=-\int_{T_r}^{T_g}\alpha(T)\,dT$ for each crystal, and (4) becomes

$$\varepsilon=\exp\!\left[\int_{T_r}^{T_g}\bigl(\alpha_f(T)-\alpha_s(T)\bigr)\,dT\right]-1 .\tag{7}$$

The direct count confirmed this for coefficients that rise linearly with temperature. Equation (4) therefore remains correct if $\alpha_f-\alpha_s$ is read as the average of the difference over the whole interval. A value taken at room temperature serves only as far as it represents that average. The 0.24 % is thus the answer for the constant coefficients given; for real germanium on silicon the second figure may differ. If the difference grows on heating, a room-temperature value gives too small a strain; if it falls, too large a one. A rise common to both coefficients has no effect on (7).

### Part (c): normal strain and stress

Let $z$ be the normal of the film. For a cubic crystal with its axes along $x$, $y$ and $z$, linear elasticity gives

$$\sigma_{zz}=C_{12}\,(\varepsilon_{xx}+\varepsilon_{yy})+C_{11}\,\varepsilon_{zz}=2C_{12}\,\varepsilon+C_{11}\,\varepsilon_{zz}.$$

The top surface is free, so $\sigma_{zz}=0$ there. Close to the interface the misfit dislocations have local stress fields, which are left out here. Above that thin region the film is uniform in the plane, so mechanical equilibrium along $z$ reduces to $d\sigma_{zz}/dz=0$, and $\sigma_{zz}$ vanishes there at every height. Solving for the normal strain,

$$\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .\tag{8}$$

With the given constants the factor is $2\times48/130=0.738$, and

$$\varepsilon_{zz}=-0.738\times0.2412\,\%=-0.178\,\% .$$

A film stretched in its plane becomes thinner. Like $\varepsilon$, this strain is relative to free germanium at 20 °C. It does not include the ordinary thermal contraction, which free germanium undergoes as well.

The relative change of volume is, to first order, $2\varepsilon+\varepsilon_{zz}=2\varepsilon\,(1-C_{12}/C_{11})$. It is positive because $C_{12}<C_{11}$. The thinning does not make up for the in-plane stretch, and the strained film is slightly less dense than free germanium.

The in-plane stress follows from the same elastic law, with (8) inserted:

$$\sigma_{xx}=C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon\equiv M_f\,\varepsilon .\tag{9}$$

By symmetry $\sigma_{yy}$ is the same. The bracket is the biaxial modulus of the film:

$$M_f=130+48-\frac{2\times48^2}{130}=142.6\ \mathrm{GPa}.$$

The stress is $142.6\ \mathrm{GPa}\times0.002412=0.344$ GPa, or 344 MPa. With two-figure inputs it should be quoted as about 0.34 GPa, tensile. The rounding of the inputs allows 0.32 to 0.37 GPa for the stress and $-0.16\,\%$ to $-0.19\,\%$ for the normal strain. Both (8) and (9) were tested against a numerical solution of the elastic equations with $\sigma_{zz}=0$.

### Where the solution stops holding

The uniform stress (9) cannot persist up to the edge of a film. A free side wall carries no normal stress, so near it the film can contract and part of the tension is lost. The solution describes the interior of a continuous film, many film thicknesses from any edge. The loss fades slowly, roughly in inverse proportion to the distance from the edge: about 5 % of the stress is still missing at ten film thicknesses and between 1 % and 2 % at thirty. A narrow strip, whose width is comparable to its height, needs a separate elastic calculation.

Plastic flow during cooling also changes the answer, and it cannot be excluded on energy grounds. The equilibrium (Matthews–Blakeslee) critical thickness for a strain of 0.24 % in germanium is only about 60 nm, and a film 1 µm thick passes its critical strain after some 60 K of cooling. In such a film the strain is metastable and survives only as far as dislocations are too slow to relieve it. Suppose that the film still relaxes fully down to some temperature $T_f<T_g$ and is locked in below it. The argument that led to (4) then starts at $T_f$, and $\Delta T$ must be replaced by $T_f-T_r$. The growth temperature in (4) is really the temperature at which relaxation ends.

## Variation 1: relaxation is not complete

*The film still carries a strain $\varepsilon_g=-0.05\,\%$ at 750 °C. What is the strain at 20 °C?*

A germanium cell is larger than a silicon cell. A film that has not formed enough dislocations has too many cells on the given length and is compressed, hence the negative sign. Definition (1) at $T_g$ now reads

$$\frac{N_s a_s(T_g)}{N_f a_f(T_g)}=1+\varepsilon_g
\quad\Rightarrow\quad
\frac{N_s}{N_f}=(1+\varepsilon_g)\,\frac{a_f(T_g)}{a_s(T_g)} .$$

The count ratio carries an extra factor $1+\varepsilon_g$ and is otherwise unchanged. Inserting it in (1) at $T_r$ gives

$$\varepsilon=(1+\varepsilon_g)\,e^{(\alpha_f-\alpha_s)\Delta T}-1\approx\varepsilon_g+(\alpha_f-\alpha_s)\,\Delta T .\tag{10}$$

To first order the two strains add. The result is 0.1911 %, or 0.19 % to two figures. A residual compression of one part in two thousand removes about a fifth of the final tension.

The tension vanishes altogether when $1+\varepsilon_g=e^{-(\alpha_f-\alpha_s)\Delta T}$, that is, for a residual compression of about 0.24 %. With more compression than that, the film stays compressed at 20 °C.

Equation (10) also limits what one measured strain can tell. A value below 0.24 % may come from incomplete relaxation at growth or from plastic flow during cooling, which lowers the effective $\Delta T$. The room-temperature strain alone does not separate the two.

## Variation 2: the wafer has a finite thickness

*The film is $h_f=1$ µm thick and the wafer $h_s=500$ µm. The wafer is free to shrink and to bend. By how much does the film strain fall? For silicon take $C_{11}=170$ GPa and $C_{12}=64$ GPa, again as rough inputs.*

Let $\varepsilon$ denote the thick-wafer result (4). Measure $z$ from the middle plane of the wafer towards the film. The pull of the film changes the in-plane lengths by a strain $e(z)$, relative to the free wafer at 20 °C. For a thin plate bent equally in both directions this is linear in $z$:

$$e(z)=e_0-\kappa z .$$

With $\kappa>0$ the film side is the shorter one. The elastic strain is $e(z)$ in the wafer and, to first order in small strains, $\varepsilon+e(z)$ in the film. Both layers have $\sigma_{zz}=0$, so their in-plane stresses are the biaxial moduli $M_s$ and $M_f$ times these strains. Three conditions fix the unknowns.

**Continuity.** The middle of the film lies at $z=d=(h_s+h_f)/2$. The mean film strain is the value there:

$$\bar\varepsilon=\varepsilon+e_0-\kappa d .\tag{11}$$

**Force.** No external force acts in the plane. Per unit width, the film carries the force $M_f h_f\bar\varepsilon$ and the wafer $M_s h_s e_0$. Their sum is zero:

$$e_0=-r\,\bar\varepsilon,\qquad r=\frac{M_f h_f}{M_s h_s}.\tag{12}$$

**Moment.** The integral of stress times $z$ over both layers is zero. In the wafer the constant part $e_0$ integrates to zero by symmetry, and the linear part gives $-M_s\kappa h_s^3/12$. In the film, write the strain as $\bar\varepsilon-\kappa(z-d)$. Its integral with $z=d+(z-d)$ gives $M_f h_f\bar\varepsilon\,d-M_f\kappa h_f^3/12$. Therefore

$$M_f h_f\bar\varepsilon\,d=\frac{\kappa B}{12},\qquad B=M_s h_s^3+M_f h_f^3 ,$$

and with the value of $d$,

$$\kappa=\frac{6M_f h_f(h_s+h_f)}{B}\,\bar\varepsilon .\tag{13}$$

Inserting (12) and (13) in (11) gives $\bar\varepsilon=\varepsilon-r\bar\varepsilon-3M_f h_f(h_s+h_f)^2\bar\varepsilon/B$, so

$$\bar\varepsilon=\frac{\varepsilon}{1+r+3M_f h_f(h_s+h_f)^2/B}.\tag{14}$$

For $h_f\ll h_s$ one may set $B\approx M_s h_s^3$ and $h_s+h_f\approx h_s$. The last term in the denominator becomes $3r$, and

$$\bar\varepsilon\approx\varepsilon\,(1-4r).\tag{15}$$

One $r$ comes from the uniform compression of the wafer and three come from bending. If the wafer is held flat but remains free to contract in its plane, $\kappa=0$, and (11) with (12) leaves the loss of a single $r$.

The biaxial modulus of silicon, from the bracket in (9), is 185.8 GPa, so

$$r=\frac{142.6\times1}{185.8\times500}\approx0.00153 .$$

The estimate (15) gives a relative loss of $4r=0.614\,\%$, and the full formula (14) gives 0.612 %. The mean film strain falls from 0.2412 % to 0.2397 %, which is still 0.24 % to two figures. With rough moduli the loss is known only as about 0.6 %. The thick-wafer assumption is justified for these dimensions.

The bending is small but definite. As long as the strains are small and the bow of the wafer is small compared with its thickness, the radius is $1/\kappa$, and (13) gives 22.6 m (20 to 25 m within the rounding of the inputs), with the film on the concave side. A wafer so wide that its bow approaches its thickness bends less than this: at this thickness the bow falls short of the linear value by less than 1 % for a diameter of 100 mm, by about 5 % for 200 mm and by about 17 % for 300 mm. A much wider wafer loses the spherical shape and curls towards a cylinder. Across the film the strain varies by $\kappa h_f=1\ \text{µm}/22.6\ \text{m}$, or about $4\times10^{-8}$, so the strain variation due to bending is negligible here.

Equations (13) and (14) were tested by minimizing the elastic energy of the two layers numerically, for this film and for films of 0.2 and 0.8 times the wafer thickness. The error of (15) was found to fall by a factor close to four when the film thickness was halved, as expected for a neglected second-order term. The values used on this sheet are listed in the numerical output below.

## Calculated quantities

```
growth temperature: 750 C
final temperature: 20 C
temperature drop: 730 K
expansion coefficient, Ge (rough input): 5.9 1e-6/K
expansion coefficient, Si (rough input): 2.6 1e-6/K
coefficient difference: 3.3 1e-6/K
free contraction of Ge: 0.4298 %
free contraction of Si: 0.1896 %
strain, linear estimate: 0.2409 %
strain, constant (1/L)dL/dT: 0.2412 %
strain, length linear in T: 0.2404 %
main result, two figures: 0.24 %
main result as a pure number: 2.4e-03
residual growth strain in variant: -0.050 %
final strain in that variant: 0.1911 %
strain change per 0.1e-6/K in difference: 0.0073 %
C11, C12 of Ge (rough input): 130, 48 GPa
C11, C12 of Si (rough input): 170, 64 GPa
biaxial modulus of Ge: 142.6 GPa
biaxial modulus of Si: 185.8 GPa
out-of-plane strain: -0.1781 %
in-plane stress: 344 MPa
film thickness: 1 micrometre
wafer thickness: 500 micrometre
stiffness ratio r: 0.001534
mean film strain on finite wafer: 0.2397 %
relative loss from finite wafer: 0.612 %
thin-film estimate 4r of that loss: 0.614 %
bending radius of the wafer: 22.6 m
```
